# Interface anisotropy per iron atom at an Fe/MgO (001) interface: a numerical check

```python
# Result under test: an interface anisotropy K_i (J/m^2) on a bcc (001) iron
# plane of cubic edge a corresponds to k = K_i a^2 per interfacial atom.
# K_i = areal energy of in-plane minus normal magnetization, one interface,
# after subtraction of the continuum shape energy.
# Also sized: strain, vacancies, dipolar shape energy, and temperature.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import i0e

# Rough typical inputs
K_i = 1.3e-3                 # J/m^2
a = 0.287e-9                 # m, iron cubic edge
a_MgO = 0.421e-9             # m, MgO cubic edge
moment_muB = 2.2             # iron moment in Bohr magnetons
temperature = 300.0          # K
m_reduced = 0.9              # interface magnetization relative to 0 K
occupation = 0.9             # occupied fraction in the defect estimate
barrier_kT = 60.0            # design barrier in units of kT
meV = 1e-3 * const.e
kT = const.k * temperature

# Main conversion
k_atom = K_i * a**2
per_nm2 = K_i * 1e-18 / meV

# Count atoms of a bcc crystal lying in one plane, from coordinates alone
half = 40
g = np.arange(-half, half + 1)
corner = np.array(np.meshgrid(g, g, g, indexing="ij")).reshape(3, -1) * 2
points = np.concatenate([corner, corner + 1], axis=1)   # units of a/2


def plane_count(normal):
    """Atoms per a^2 in one plane, and plane spacing in units of a."""
    normal = np.array(normal)
    height = normal @ points
    radius = half - 1.0
    r2 = np.sum(points**2, axis=0) / 4.0
    count = np.sum((height == 0) & (r2 <= radius**2))
    levels = np.unique(height)
    middle = levels[np.abs(levels) <= 10]
    spacing = np.min(np.diff(middle)) / 2.0 / np.sqrt(normal @ normal)
    return count / (np.pi * radius**2), spacing


density_001, spacing_001 = plane_count((0, 0, 1))
density_110, spacing_110 = plane_count((1, 1, 0))
k_counted = K_i * a**2 / density_001
k_110 = K_i * a**2 / np.sqrt(2.0)
assert abs(k_counted / k_atom - 1) < 0.01      # disc-edge counting error
assert abs(K_i * a**2 / density_110 / k_110 - 1) < 0.01
assert abs(2 * spacing_001 / density_001 - 1) < 0.01
assert abs(2 * spacing_110 / density_110 - 1) < 0.01

# Geometry effects at fixed K_i
a_registry = a_MgO / np.sqrt(2.0)
k_registry = K_i * a_registry**2
k_vacancy = k_atom / occupation

# Dipolar energy: normal minus in-plane magnetization, pair by pair
moment = moment_muB * const.physical_constants["Bohr magneton"][0]
magnetization = 2 * moment / a**3
shape_density = const.mu_0 * magnetization**2 / 2
d_atom = const.mu_0 * moment**2 / a**3


def layer_sum(layer):
    """Sum of 3(x^2-z^2)/r^5 over a layer, lengths in units of a."""
    cutoff = 300.0
    z = layer / 2.0
    line = np.arange(-302, 303) + (layer % 2) / 2.0
    x, y = np.meshgrid(line, line, indexing="ij")
    rho2 = x**2 + y**2
    r2 = rho2 + z**2
    use = (rho2 <= cutoff**2) & (r2 > 0)
    total = np.sum(3 * (x[use]**2 - z**2) / r2[use]**2.5)
    r_edge = np.hypot(cutoff, z)
    return total + 3 * np.pi * (1 / r_edge - z**2 / r_edge**3)


sums = np.array([layer_sum(j) for j in range(8)])
pair_scale = const.mu_0 * moment**2 / (8 * np.pi * a**3)
bulk_dipole = pair_scale * (sums[0] + 2 * np.sum(sums[1:]))
assert abs(bulk_dipole / d_atom - 1) < 1e-3
assert abs(shape_density * a**3 / 2 / bulk_dipole - 1) < 1e-3


def film_dipole(n):
    """Dipolar energy per surface cell of n layers, by explicit sum."""
    return pair_scale * sum(sums[abs(i - j)]
                            for i in range(n) for j in range(n))


delta = 2 * np.sum(np.arange(8) * sums) / (8 * np.pi)
for n in (3, 4, 5, 6):
    assert abs(film_dipole(n) / d_atom - (n - delta)) < 5e-3
k_nondipolar = k_atom - delta * d_atom
n_cross = k_atom / d_atom
t_cross = n_cross * a / 2
net_4 = k_nondipolar - film_dipole(4)
net_5 = k_nondipolar - film_dipole(5)
assert net_4 > 0 > net_5 and 4 < n_cross < 5

# Thermal reduction for a classical spin in a mean field (x = field/kT)
x = brentq(lambda u: 1 / np.tanh(u) - 1 / u - m_reduced, 1.0, 100.0)
norm = quad(lambda c: np.exp(x * (c - 1)), -1, 1)[0]
P2 = quad(lambda c: (1.5 * c * c - 0.5) * np.exp(x * (c - 1)),
          -1, 1)[0] / norm
k_zero = k_atom / P2
kappa = k_zero / kT
Z_normal = quad(lambda c: np.exp(x * (c - 1) + kappa * c * c), -1, 1)[0]


def inplane_weight(c):
    s = np.sqrt(1 - c * c)
    return i0e(x * s) * np.exp(x * (s - 1) + kappa * c * c)


Z_inplane = quad(inplane_weight, -1, 1)[0]
free_difference = kT * np.log(Z_normal / Z_inplane)
assert abs(free_difference / k_atom - 1) < 0.005  # second order in kappa
assert abs(P2 - m_reduced**3) < 0.01

# Collective barrier from one interface, without the opposing shape energy
atoms_needed = barrier_kT * kT / k_atom
disc_diameter = np.sqrt(4 * atoms_needed * a**2 / np.pi)

print(f"Interface anisotropy K_i: {K_i*1e3:.2f} mJ/m^2")
print(f"Iron cubic edge a: {a*1e9:.3f} nm")
print(f"Area of (001) surface cell: {a**2*1e18:.5f} nm^2")
print(f"Counted (001) atoms per cell area: {density_001:.4f}")
print(f"Counted (110) atoms per area a^2: {density_110:.4f}")
print(f"(001) layer spacing: {spacing_001*a*1e9:.4f} nm")
print(f"1 mJ/m^2 in other units: {1e-21/meV:.4f} meV/nm^2")
print(f"K_i in other units: {per_nm2:.3f} meV/nm^2")
print(f"Energy per interfacial atom: {k_atom:.4e} J")
print(f"Energy per interfacial atom: {k_atom/meV:.4f} meV")
print(f"Same from counted atoms: {k_counted/meV:.4f} meV")
print(f"If two layers were counted: {k_atom/2/meV:.4f} meV")
print(f"If the plane were (110): {k_110/meV:.4f} meV")
print(f"MgO cubic edge: {a_MgO*1e9:.3f} nm")
print(f"Iron edge in full registry: {a_registry*1e9:.4f} nm")
print(f"Stretch to full registry: {(a_registry/a-1)*100:.2f} %")
print(f"Energy per atom in registry: {k_registry/meV:.4f} meV")
print(f"Occupied fraction in defect estimate: {occupation:.2f}")
print(f"Energy per atom with vacancies: {k_vacancy/meV:.4f} meV")
print(f"Iron moment: {moment_muB:.2f} Bohr magnetons")
print(f"Magnetization: {magnetization/1e6:.3f} MA/m")
print(f"Shape energy density: {shape_density/1e6:.3f} MJ/m^3")
print(f"Shape energy per atom d: {d_atom/meV:.4f} meV")
print(f"Bulk dipole sum per atom: {bulk_dipole/meV:.4f} meV")
print(f"Face correction delta: {delta:.4f} layers")
print(f"Dipolar part inside k: {delta*d_atom/meV:.4f} meV")
print(f"Non-dipolar part of k: {k_nondipolar/meV:.4f} meV")
print(f"Layers at sign change: {n_cross:.2f}")
print(f"Thickness at sign change: {t_cross*1e9:.3f} nm")
print(f"Net energy per cell, 4 layers: {net_4/meV:.4f} meV")
print(f"Net energy per cell, 5 layers: {net_5/meV:.4f} meV")
print(f"Temperature: {temperature:.0f} K")
print(f"Thermal energy kT: {kT/meV:.2f} meV")
print(f"Ratio k/kT: {k_atom/kT:.4f}")
print(f"Reduced magnetization: {m_reduced:.2f}")
print(f"Mean-field parameter x: {x:.3f}")
print(f"Thermal factor <P2>: {P2:.4f}")
print(f"Cube of reduced magnetization: {m_reduced**3:.4f}")
print(f"Estimated 0 K energy per atom: {k_zero/meV:.4f} meV")
print(f"Free-energy difference at 300 K: {free_difference/meV:.4f} meV")
print(f"Design barrier: {barrier_kT:.0f} kT")
print(f"Design barrier: {barrier_kT*kT/const.e:.3f} eV")
print(f"Interfacial atoms needed: {atoms_needed:.0f}")
print(f"Least disc diameter: {disc_diameter*1e9:.2f} nm")
print("checks complete")
```

It prints:

```
Interface anisotropy K_i: 1.30 mJ/m^2
Iron cubic edge a: 0.287 nm
Area of (001) surface cell: 0.08237 nm^2
Counted (001) atoms per cell area: 0.9997
Counted (110) atoms per area a^2: 1.4141
(001) layer spacing: 0.1435 nm
1 mJ/m^2 in other units: 6.2415 meV/nm^2
K_i in other units: 8.114 meV/nm^2
Energy per interfacial atom: 1.0708e-22 J
Energy per interfacial atom: 0.6683 meV
Same from counted atoms: 0.6685 meV
If two layers were counted: 0.3342 meV
If the plane were (110): 0.4726 meV
MgO cubic edge: 0.421 nm
Iron edge in full registry: 0.2977 nm
Stretch to full registry: 3.73 %
Energy per atom in registry: 0.7191 meV
Occupied fraction in defect estimate: 0.90
Energy per atom with vacancies: 0.7426 meV
Iron moment: 2.20 Bohr magnetons
Magnetization: 1.726 MA/m
Shape energy density: 1.872 MJ/m^3
Shape energy per atom d: 0.1381 meV
Bulk dipole sum per atom: 0.1381 meV
Face correction delta: 0.4245 layers
Dipolar part inside k: 0.0586 meV
Non-dipolar part of k: 0.6097 meV
Layers at sign change: 4.84
Thickness at sign change: 0.694 nm
Net energy per cell, 4 layers: 0.1159 meV
Net energy per cell, 5 layers: -0.0222 meV
Temperature: 300 K
Thermal energy kT: 25.85 meV
Ratio k/kT: 0.0259
Reduced magnetization: 0.90
Mean-field parameter x: 10.000
Thermal factor <P2>: 0.7300
Cube of reduced magnetization: 0.7290
Estimated 0 K energy per atom: 0.9155 meV
Free-energy difference at 300 K: 0.6685 meV
Design barrier: 60 kT
Design barrier: 1.551 eV
Interfacial atoms needed: 2321
Least disc diameter: 15.60 nm
checks complete
```
